# Reaction energy along the mixing line of two contacting phases: a numerical check

```python
"""Reaction energy of two contacting phases A and B along their mixing line.

Result under test: D(x) = E_hull(x cA + (1-x) cB) - x eA - (1-x) eB is convex
and piecewise linear; its least value is found at an endpoint or where the line
crosses a boundary of a projected lower-hull facet.
x: fraction of atoms supplied by A; c: atom fractions; e: energy per atom (mHa).
m: molar fraction of A in formula units; mu: chemical potentials of a facet.
The facet-clipping algorithm is compared with linear programs that minimize
the product energy directly from its definition.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import linprog
from scipy.spatial import ConvexHull

# Linear programs have feasibility tolerances near 1e-7, multiplied by
# chemical potentials of up to about 100 mHa.
LP_TOL = 1e-5


def hull_energy(c, comps, energies):
    """Definition: cheapest nonnegative mixture of phases with composition c."""
    result = linprog(energies, A_eq=comps.T, b_eq=c, bounds=(0, None),
                     method="highs-ds")
    assert result.success
    return result.fun


def reaction_energy(x, comps, energies, a, b):
    c = x * comps[a] + (1 - x) * comps[b]
    return (hull_energy(c, comps, energies)
            - x * energies[a] - (1 - x) * energies[b])


def joint_minimum(comps, energies, a, b, size_a=1, size_b=1):
    """Minimize over reactant ratio and product amounts at the same time."""
    cost = np.r_[energies, -size_a * energies[a], -size_b * energies[b]]
    balance = np.column_stack(
        [comps.T, -size_a * comps[a], -size_b * comps[b]])
    total = np.r_[np.zeros(len(comps)), 1, 1]
    result = linprog(cost, A_eq=np.vstack([balance, total]),
                     b_eq=np.r_[np.zeros(comps.shape[1]), 1],
                     bounds=(0, None), method="highs-ds")
    assert result.success
    return result.fun, result.x[-2], result.x[:-2]


def clip_facet(start, end):
    """Interval of x in which all barycentric amounts are nonnegative."""
    low, high = 0.0, 1.0
    for value, slope in zip(start, end - start):
        if abs(slope) < 1e-12:
            if value < -1e-12:
                return 1.0, 0.0
        elif slope > 0:
            low = max(low, -value / slope)
        else:
            high = min(high, -value / slope)
    return low, high


def trace_line(comps, energies, a, b):
    """Return crossings, D at the crossings, and the facets met by the line."""
    scale = np.max(np.abs(energies))
    hull = ConvexHull(np.column_stack([comps[:, :-1], energies / scale]))
    pieces = []
    for simplex, plane in zip(hull.simplices, hull.equations):
        vertices = comps[simplex]
        if plane[-2] > -1e-10 or abs(np.linalg.det(vertices)) < 1e-12:
            continue
        start = np.linalg.solve(vertices.T, comps[b])
        end = np.linalg.solve(vertices.T, comps[a])
        low, high = clip_facet(start, end)
        if high - low > 1e-9:
            mu = np.linalg.solve(vertices, energies[simplex])
            pieces.append((low, high, simplex, mu, start, end))
    pieces.sort(key=lambda piece: piece[0])
    nodes = []
    for x in sorted([p[0] for p in pieces] + [p[1] for p in pieces]):
        if not nodes or x - nodes[-1] > 1e-8:
            nodes.append(x)
    values = []
    for x in nodes:
        mu = next(p[3] for p in pieces if p[0] - 1e-7 <= x <= p[1] + 1e-7)
        c = x * comps[a] + (1 - x) * comps[b]
        values.append(mu @ c - x * energies[a] - (1 - x) * energies[b])
    return np.array(nodes), np.array(values), pieces


# Model ternary: formula counts of X, Y, Z and formation energy in mHa/atom.
phases = {
    "X": ((1, 0, 0), 0), "Y": ((0, 1, 0), 0), "Z": ((0, 0, 1), 0),
    "XY": ((1, 1, 0), -6), "YZ3": ((0, 1, 3), -4),
    "X2Z": ((2, 0, 1), -22), "XZ": ((1, 0, 1), -24),
    "XZ2": ((1, 0, 2), -21), "XYZ": ((1, 1, 1), -13)}
names = list(phases)
counts = np.array([phases[name][0] for name in names], float)
sizes = counts.sum(axis=1)
comps = counts / sizes[:, None]
energies = np.array([phases[name][1] for name in names], float)
A, B = names.index("XY"), names.index("YZ3")

print("Formation energy and distance above hull (mHa/atom)")
for i, name in enumerate(names):
    distance = energies[i] - hull_energy(comps[i], comps, energies)
    print(f"  {name}: {energies[i]:.1f}, {abs(distance):.3f}")
    if name != "XYZ":
        assert abs(distance) < LP_TOL
    else:
        assert distance > 1

nodes, values, pieces = trace_line(comps, energies, A, B)
grid = np.linspace(0, 1, 61)
direct = np.array([reaction_energy(x, comps, energies, A, B) for x in grid])
assert np.max(np.abs(direct - np.interp(grid, nodes, values))) < LP_TOL
assert np.max(direct) < LP_TOL
assert np.min(np.diff(direct, 2)) > -LP_TOL

# Element reference energies cancel from the reaction energy.
shifted = energies + comps @ np.array([7.0, -11.0, 5.0])
for x in (0.2, 0.5, 0.8):
    assert abs(reaction_energy(x, comps, shifted, A, B)
               - reaction_energy(x, comps, energies, A, B)) < LP_TOL

print("Facets crossed: x interval, products, slope (mHa/atom)")
for low, high, simplex, mu, start, end in pieces:
    slope = mu @ (comps[A] - comps[B]) - (energies[A] - energies[B])
    middle, step = (low + high) / 2, 0.01
    difference = (reaction_energy(middle + step, comps, energies, A, B)
                  - reaction_energy(middle - step, comps, energies, A, B))
    assert abs(difference / (2 * step) - slope) < 1e-3  # LP error / step
    assert np.all(comps @ mu <= energies + 1e-9)
    products = "+".join(names[i] for i in sorted(simplex))
    print(f"  {low:.4f}-{high:.4f}: {products}, {slope:.4f}")


def slope_jump(x, trial_energies, step=0.02):
    left, centre, right = [
        reaction_energy(y, comps, trial_energies, A, B)
        for y in (x - step, x, x + step)]
    return (right - 2 * centre + left) / step


print("Crossings: x, D (mHa/atom), slope jump (mHa/atom)")
for x, value in zip(nodes[1:-1], values[1:-1]):
    jump = slope_jump(x, energies)
    assert jump > 0.1
    print(f"  {x:.6f}, {value:.4f}, {jump:.4f}")

print("Reactions at crossings, per one YZ3 formula unit")
for low, high, simplex, mu, start, end in pieces[:-1]:
    x = high
    amount_b = (1 - x) / sizes[B]
    amount_a = x / sizes[A] / amount_b
    fractions = start + x * (end - start)
    terms = [f"{fractions[j] / sizes[i] / amount_b:.2f} {names[i]}"
             for j, i in enumerate(simplex) if fractions[j] > 1e-9]
    print(f"  {amount_a:.2f} XY + YZ3 -> " + " + ".join(terms))

best = np.argmin(values)
x_best, d_best = nodes[best], values[best]
d_joint, x_joint, product_atoms = joint_minimum(comps, energies, A, B)
assert 0 < best < len(nodes) - 1
assert abs(d_best - d_joint) < LP_TOL and abs(x_best - x_joint) < LP_TOL
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Best atom fraction of XY: {x_best:.6f}")
print(f"Minimum D: {d_best:.4f} mHa/atom = {d_best * hartree_ev:.2f} meV/atom")
print(f"Joint linear program: x={x_joint:.6f}, D={d_joint:.4f} mHa/atom")
for i, amount in enumerate(product_atoms):
    if amount > 1e-7:
        print(f"  product atom fraction {names[i]}: {amount:.4f}")

# The same reactions normalized to one formula unit of reactant mixture.
molar = (nodes / sizes[A]) / (nodes / sizes[A] + (1 - nodes) / sizes[B])
atoms_per_mix = molar * sizes[A] + (1 - molar) * sizes[B]
formula_values = atoms_per_mix * values
for m in np.linspace(0.03, 0.97, 25):
    atoms = m * sizes[A] + (1 - m) * sizes[B]
    x = m * sizes[A] / atoms
    value = atoms * reaction_energy(x, comps, energies, A, B)
    assert abs(value - np.interp(m, molar, formula_values)) < 4 * LP_TOL
formula_best = np.argmin(formula_values)
formula_joint, m_joint, _ = joint_minimum(
    comps, energies, A, B, sizes[A], sizes[B])
assert abs(formula_values[formula_best] - formula_joint) < 4 * LP_TOL
assert abs(molar[formula_best] - m_joint) < LP_TOL
assert formula_best != best
print("Crossings: molar fraction m, N*D (mHa/formula unit)")
for m, value in zip(molar[1:-1], formula_values[1:-1]):
    print(f"  {m:.6f}, {value:.4f}")
print(f"Best m per atom: {molar[best]:.4f}")
print(f"Best m per formula unit: {molar[formula_best]:.4f}")

# Energy per atom against molar fraction bends above its chord.
m_middle = molar[1] / 2
x_middle = m_middle * sizes[A] / (
    m_middle * sizes[A] + (1 - m_middle) * sizes[B])
curve = reaction_energy(x_middle, comps, energies, A, B)
chord = (values[0] + values[1]) / 2
assert curve > chord + 0.1
print(f"D at m={m_middle:.3f}: {curve:.4f}; chord: {chord:.4f} mHa/atom")

# A metastable reactant can place the minimum at an endpoint.
M, Y = names.index("XYZ"), names.index("Y")
end_nodes, end_values, _ = trace_line(comps, energies, M, Y)
end_joint, end_x, _ = joint_minimum(comps, energies, M, Y)
assert len(end_nodes) == 2 and np.argmin(end_values) == 1
assert abs(end_values[1] - end_joint) < LP_TOL and abs(end_x - 1) < LP_TOL
print(f"XYZ/Y minimum: x={end_x:.4f}, D={end_joint:.4f} mHa/atom")

# Coplanar neighbouring facets: a crossing remains, but its kink disappears.
flat = energies.copy()
XZ = names.index("XZ")
flat[XZ] = (energies[names.index("X2Z")] + energies[names.index("XZ2")]) / 2
flat_jump = slope_jump(x_best, flat)
assert abs(flat_jump) < 1e-3  # LP error divided by the difference step
print(f"Coplanar case: e(XZ)={flat[XZ]:.2f} mHa/atom")
print(f"  slope jump at x={x_best:.4f}: {abs(flat_jump):.4f} mHa/atom")

# Random four-element systems, including unstable contacting phases.
rng = np.random.default_rng(42)
systems, interior, largest_error = 30, 0, 0.0
for _ in range(systems):
    random_comps = np.vstack([np.eye(4), rng.dirichlet(np.ones(4), 20)])
    depth = 30 * (1 - random_comps.max(axis=1))
    random_energies = -depth * rng.uniform(0.3, 1, len(random_comps))
    a, b = rng.choice(np.arange(4, 24), 2, replace=False)
    xs, ds, _ = trace_line(random_comps, random_energies, a, b)
    for x in rng.uniform(0, 1, 10):
        value = reaction_energy(x, random_comps, random_energies, a, b)
        largest_error = max(largest_error, abs(value - np.interp(x, xs, ds)))
    value, x, amounts = joint_minimum(random_comps, random_energies, a, b)
    largest_error = max(largest_error, abs(value - ds.min()))
    if 1e-6 < x < 1 - 1e-6:
        interior += 1
        assert np.count_nonzero(amounts > 1e-7) <= 3
assert largest_error < LP_TOL
assert interior > 0
print(f"Random systems: {systems}; interior minima: {interior}")
print(f"Random tests agree within {LP_TOL:.0e} mHa/atom")
print("success")
```

Output:

```
Formation energy and distance above hull (mHa/atom)
  X: 0.0, 0.000
  Y: 0.0, 0.000
  Z: 0.0, 0.000
  XY: -6.0, 0.000
  YZ3: -4.0, 0.000
  X2Z: -22.0, 0.000
  XZ: -24.0, 0.000
  XZ2: -21.0, 0.000
  XYZ: -13.0, 3.000
Facets crossed: x interval, products, slope (mHa/atom)
  0.0000-0.4286: Y+YZ3+XZ2, -20.1667
  0.4286-0.6000: Y+XZ+XZ2, -3.2500
  0.6000-0.7500: Y+X2Z+XZ, 15.5000
  0.7500-1.0000: Y+XY+X2Z, 27.5000
Crossings: x, D (mHa/atom), slope jump (mHa/atom)
  0.428571, -8.6429, 16.9167
  0.600000, -9.2000, 18.7500
  0.750000, -6.8750, 12.0000
Reactions at crossings, per one YZ3 formula unit
  1.50 XY + YZ3 -> 1.50 XZ2 + 2.50 Y
  3.00 XY + YZ3 -> 3.00 XZ + 4.00 Y
  6.00 XY + YZ3 -> 3.00 X2Z + 7.00 Y
Best atom fraction of XY: 0.600000
Minimum D: -9.2000 mHa/atom = -250.34 meV/atom
Joint linear program: x=0.600000, D=-9.2000 mHa/atom
  product atom fraction Y: 0.4000
  product atom fraction XZ: 0.6000
Crossings: molar fraction m, N*D (mHa/formula unit)
  0.600000, -24.2000
  0.750000, -23.0000
  0.857143, -15.7143
Best m per atom: 0.7500
Best m per formula unit: 0.6000
D at m=0.300: -3.5588; chord: -4.3214 mHa/atom
XYZ/Y minimum: x=1.0000, D=-3.0000 mHa/atom
Coplanar case: e(XZ)=-21.50 mHa/atom
  slope jump at x=0.6000: 0.0000 mHa/atom
Random systems: 30; interior minima: 16
Random tests agree within 1e-05 mHa/atom
success
```
